# Why a Clamped Resist Film Loses Extra Thickness During Deprotection

Suppose that a resist film behaves like rubber: its shape is easy to change, but stress cannot change its volume. Deprotection releases a volatile fragment, and a free piece of the material would then shrink by a small fraction \(e\) in length, width and thickness. Its volume would fall by

\[
1-(1-e)^3=3e-3e^2+e^3\simeq 3e .
\]

Now bond the film to a rigid wafer, so that its length and width cannot change. The stress set up by the bond cannot alter the volume, so the film must still lose the fraction \(3e\). With its area fixed, all of this loss appears in the thickness. The free piece thins by \(e\), the bonded film by \(3e\).

The opposite special case is a material that does not contract sideways when it is pulled. The bond again prevents lateral shrinkage and puts the film in tension, but this tension has no effect on the thickness. The bonded film thins by \(e\), just as the free piece does. Clamping alone is therefore not enough to cause an extra loss. The clamp must create tension, and the tension must thin the film.

## The elastic film

A glassy resist lies between these cases. Take it to be isotropic and linearly elastic, with Young's modulus \(E\) and Poisson's ratio \(\nu\), where \(-1<\nu<1/2\). Both are held constant during the reaction. The film is laterally uniform, bonded to a rigid substrate and free on top. Let \(z\) be the film normal. Tension and extension are positive, and strains are measured from the bonded film before deprotection, at the same temperature. Terms of order \(e^2\) are dropped. The film is taken to be stress-free before deprotection; a residual stress from casting would add to the stresses found below and change the stored energy, but in this linear model it would not change the thickness loss.

The strain one would measure, \(\varepsilon_{ij}\), has two parts:

\[
\varepsilon_{ij}=-e\,\delta_{ij}+\varepsilon_{ij}^{\rm el}.
\]

The first is the change of the stress-free size. The second is the elastic departure from that new size, and it alone carries stress.

The base of the film cannot move. Since the film is laterally uniform, its displacement does not depend on \(x\) or \(y\), so the in-plane strain vanishes at every depth:

\[
\varepsilon_{xx}=\varepsilon_{yy}=0
\quad\Longrightarrow\quad
\varepsilon_{xx}^{\rm el}=\varepsilon_{yy}^{\rm el}=+e .
\]

The film has not become wider, yet it is stretched: it is wider than the size it now prefers.

The normal stress follows from force balance. In a laterally uniform film this reads \(d\sigma_{zz}/dz=0\), and the free top requires \(\sigma_{zz}=0\) there. Hence \(\sigma_{zz}=0\) throughout. By symmetry the two in-plane stresses are equal; call them \(\sigma\). Hooke's law for the \(x\) direction gives

\[
e=\frac{\sigma_{xx}-\nu(\sigma_{yy}+\sigma_{zz})}{E}
=\frac{\sigma(1-\nu)}{E},
\qquad
\sigma=\frac{Ee}{1-\nu}.
\]

The factor \(1-\nu\) appears because tension along \(y\) tries to contract the film along \(x\). The stress along \(x\) must oppose this contraction as well as the original shrinkage.

Along the normal, Hooke's law gives

\[
\varepsilon_{zz}^{\rm el}
=\frac{\sigma_{zz}-\nu(\sigma_{xx}+\sigma_{yy})}{E}
=-\frac{2\nu\sigma}{E}
=-\frac{2\nu e}{1-\nu}.
\]

This Poisson contraction is the extra loss. Adding the free shrinkage,

\[
\varepsilon_{zz}
=-e-\frac{2\nu e}{1-\nu}
=-e\,\frac{(1-\nu)+2\nu}{1-\nu}
=-e\,\frac{1+\nu}{1-\nu}.
\]

The fractional thickness loss is thus \(e(1+\nu)/(1-\nu)\). It equals \(e\) at \(\nu=0\) and tends to \(3e\) as \(\nu\to1/2\), which recovers both special cases. For negative \(\nu\) the film would lose less thickness than the free piece, so the word "extra" requires \(\nu>0\). Young's modulus has cancelled: at fixed \(e\) and \(\nu\), a stiffer film carries more stress but thins by the same amount.

## More thickness lost, less volume lost

Because the area is fixed, the fractional volume loss of the bonded film equals its fractional thickness loss. The free piece loses \(3e\). The difference is

\[
3e-e\,\frac{1+\nu}{1-\nu}
=e\,\frac{3-3\nu-1-\nu}{1-\nu}
=\frac{2e(1-2\nu)}{1-\nu}.
\]

This is positive for \(\nu<1/2\). The bonded film loses less volume than the free piece because the in-plane tension dilates it. With the bulk modulus \(K=E/[3(1-2\nu)]\), the dilation is the mean stress \(2\sigma/3\) divided by \(K\):

\[
\frac{2\sigma}{3K}
=\frac{2}{3}\,\frac{Ee}{1-\nu}\,\frac{3(1-2\nu)}{E}
=\frac{2e(1-2\nu)}{1-\nu}.
\]

The competition can also be written with the shear modulus \(G=E/[2(1+\nu)]\). Define \(M=K+4G/3\). Then

\[
M=\frac{E}{3(1-2\nu)}+\frac{2E}{3(1+\nu)}
=\frac{E(1-\nu)}{(1-2\nu)(1+\nu)},
\qquad
\frac{K}{M}=\frac{1+\nu}{3(1-\nu)},
\]

so that

\[
\varepsilon_{zz}=-3e\,\frac{K}{M}.
\]

The bulk modulus favours delivering the full volume loss \(3e\) through the thickness. The shear modulus resists, since shrinking along one axis only is a change of shape.

## A worked film

Take a film of thickness \(h=100\) nm with \(E=2.0\) GPa, \(\nu=0.35\) and \(e=0.0100\). The thickness factor is

\[
\frac{1+0.35}{1-0.35}=\frac{1.35}{0.65}=2.077.
\]

The free piece would lose \(0.0100\times100=1.00\) nm. The bonded film loses \(2.08\) nm, of which \(1.08\) nm is Poisson contraction. The stress is

\[
\sigma=\frac{(2.0\ \text{GPa})(0.0100)}{0.65}=30.8\ \text{MPa}.
\]

In volume, the free piece loses 3.00% and the bonded film 2.08%; the remaining 0.92% is elastic dilation. Anyone who took the bonded film's thickness loss for the volume loss of unstressed material would find only 69% of the latter.

The two equal in-plane stresses store the energy density

\[
w=\tfrac12(\sigma e+\sigma e)=\sigma e=\frac{Ee^2}{1-\nu}=0.308\ \text{MJ/m}^3 .
\]

Multiplied by \(h\), this is 31 mJ/m². It is the elastic energy released per unit area if a wide region detaches and relaxes fully. Elastic energy alone can drive such detachment only if it covers the energy needed to separate the interface.

## When shear stress relaxes

A polymer near its glass transition can flow slowly in shear while still resisting a change of volume. Let the shrinkage occur quickly at \(t=0\), and let shear stress then relax with a single time \(\tau\) at fixed strain. Write \(u=\varepsilon_{zz}\), and let \(v\) be the \(zz\) component of the viscous strain, which has no volume part. The total volume strain is \(u\), and the shape-changing part of the normal strain is \(u-u/3=2u/3\). The condition \(\sigma_{zz}=0\) becomes

\[
K(u+3e)+2G\left(\frac{2u}{3}-v\right)=0,
\qquad
\frac{dv}{dt}=\frac1\tau\left(\frac{2u}{3}-v\right).
\]

Collecting the terms in \(u\) gives \(Mu=2Gv-3Ke\). Differentiate this, insert the flow law, and use the stress condition once more:

\[
M\frac{du}{dt}
=\frac{2G}{\tau}\left(\frac{2u}{3}-v\right)
=-\frac{K}{\tau}(u+3e).
\]

Initially \(v=0\), so \(u(0)=-3eK/M\), the elastic result. The solution is

\[
-u(t)=3e-\left(3e-e\,\frac{1+\nu}{1-\nu}\right)
\exp\left(-\frac{Kt}{M\tau}\right).
\]

The loss grows from the elastic value to \(3e\). Flow removes the resistance to a change of shape, and the film ends with the same thickness loss as the rubber-like film of the opening. Its stress is different: the rubber-like film stays in tension, while here the in-plane stress decays to zero. For the worked film \(M/K=1.44\), so the thickness settles with a time constant of \(1.44\,\tau\). The loss is 2.54 nm after one \(\tau\), 2.88 nm after three, and 3.00 nm in the end.

## When the clamp is incomplete

Consider a tall, narrow resist wall, far from its base and ends. Its length along \(y\) is held, but its side faces are free, so \(\sigma_{xx}=\sigma_{zz}=0\). Then \(\varepsilon_{yy}^{\rm el}=e\) gives \(\sigma_{yy}=Ee\), and

\[
\varepsilon_{zz}=-e-\frac{\nu\sigma_{yy}}{E}=-e(1+\nu).
\]

For \(\nu=0.35\) the factor is 1.35, compared with 2.08 for the film held in both directions.

During the bake, an exposed line is usually surrounded by unexposed resist instead of free walls. I treated this case with a plane-strain finite-element calculation of a long stripe in a 100 nm film. The base is fixed, the top is free, and the unexposed resist has the same \(E\) and \(\nu\) but does not shrink. With \(e\) held at 0.0100, the thickness losses at the stripe's centre are:

| Stripe width | Loss at centre |
|---|---|
| 50 nm | 1.05 nm |
| 100 nm | 1.50 nm |
| 200 nm | 1.85 nm |
| 1000 nm | 2.07 nm |

At the stripe's centre, the wide-film formula serves well at a width of ten thicknesses, but it gives about twice the computed loss at half a thickness. It does not describe the stripe's edges. That the 50 nm value lies close to the free loss of 1.00 nm does not mean that the stripe is free: it is still bonded to the wafer below and to the unexposed resist on both sides. The free loss is no lower limit: narrower stripes lose less, about 0.67 nm at a width of 25 nm.

## Beside a real resist

The numbers are rough values for a glassy copolymer of hydroxystyrene and tert-butyl acrylate, baked below its glass transition. If 20 mol% of the units are the acrylate, the molar masses give a mass loss of 9.22% when every protected unit releases isobutylene. At unchanged density, \(e=0.0100\) means a volume loss of \(1-0.99^3=2.97\%\), or a deprotected fraction of \(2.97/9.22=0.32\). If the density falls because vacated space stays open, \(e\) is smaller at the same conversion; if it rises because the acid units pack more tightly than the ester, \(e\) is larger. Unchanged density is an estimate, not a bound. Purely elastic behaviour at bake temperature is also open to doubt: complete shear relaxation would raise the loss from 2.08 to 3.00 nm. Poisson's ratio matters less here. Values of 0.30 and 0.40 give elastic losses of 1.86 and 2.33 nm.

High conversion also strains the elastic picture. For stresses \((\sigma,\sigma,0)\) the von Mises stress equals \(\sigma\), so with a rough yield stress of 50 MPa the film yields at

\[
e=\frac{(50\ \text{MPa})(0.65)}{2000\ \text{MPa}}=1.6\%.
\]

This limit falls in proportion to \(1/E\), and any residual tension lowers it further: 19 MPa of prestress brings it to 1.0%. Full deprotection at unchanged density gives \(e=1-(1-0.0922)^{1/3}=3.17\%\) and a formal elastic stress of 98 MPa. The elastic formula should not be trusted there.

Finite strain is a small matter at \(e=0.0100\). One nonlinear elastic model, the compressible neo-Hookean solid, fixes the ratio \(\lambda\) of final to initial thickness by

\[
G\left[\left(\frac{\lambda}{1-e}\right)^2-1\right]
+\left(K-\frac{2G}{3}\right)\ln\frac{\lambda}{(1-e)^3}=0 .
\]

Solved numerically, it gives a loss of 2.071 nm against 2.077 nm from the linear formula. The sign of the correction depends on the model: Hencky and St Venant–Kirchhoff solids with the same moduli give 2.066 and 2.088 nm.

Temperature matters more. Suppose the thickness is measured hot before deprotection and cold after it, with cooling by \(\Delta T=90\) K. Let the resist and silicon have rough expansion coefficients \(\alpha_f=70\) and \(\alpha_s=2.6\) ppm/K. The film would contract by \(\alpha_f\Delta T\), but the wafer lets it contract in the plane by \(\alpha_s\Delta T\) only. The difference is elastic stretch, and the same Poisson argument gives a further thickness loss of

\[
h\,\Delta T\left[\alpha_f+\frac{2\nu}{1-\nu}(\alpha_f-\alpha_s)\right]=1.28\ \text{nm}.
\]

This is more than half the deprotection loss itself. The same stretch adds \(E(\alpha_f-\alpha_s)\Delta T/(1-\nu)=19\) MPa of tension, which brings the worked film to 49 MPa, close to the rough yield stress used above. Comparing thicknesses at one temperature removes the thermal contribution if the film stays elastic throughout and its expansion coefficient and Poisson's ratio do not change with deprotection.
